\section*{Hydrogenic donor levels in fractional dimension, from bulk to plane}

\section{What a fractional dimension means}

Q. A donor electron in a quantum well moves in ordinary space. What could a dimension of 2.4 mean for it?

A. It is a parameter in an effective Schr\"odinger equation. In an integer dimension $D$, a sphere of radius $r$ has area proportional to $r^{D-1}$. Its slice at polar angle $\theta$ is a sphere of radius $r\sin\theta$ with one dimension less, which gives a factor $\sin^{D-2}\theta$. I keep these two weights and let $D$ be any real number above 1. For real functions $\psi(r,\theta)$ the energy is then
\begin{equation}
\begin{split}
\mathcal E[\psi]=\int r^{D-1}\sin^{D-2}\theta\,\Big\{&\frac{\hbar^2}{2m}\Big[(\partial_r\psi)^2+\frac{(\partial_\theta\psi)^2}{r^2}\Big]\\
&-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\psi^2\Big\}\,dr\,d\theta .
\end{split}
\end{equation}
Here $m$ is one isotropic effective mass and $\varepsilon$ the relative permittivity. The bound $D>1$ is needed because $\int\sin^{D-2}\theta\,d\theta$ diverges at $\theta=0$ otherwise.

Q. In $D$ dimensions Gauss's law does not give a $1/r$ potential. Have you mixed two worlds?

A. Deliberately. The well confines the electron, but the electric field of the donor still spreads in three dimensions. The potential therefore stays $1/r$. With the Gauss-law potential of a plane, a logarithm, the results below would not hold.

Q. Then what is the wave equation?

A. Make $\mathcal E$ stationary at fixed norm $\int r^{D-1}\sin^{D-2}\theta\,\psi^2\,dr\,d\theta$. Integrating the derivative terms by parts gives
\begin{equation}
\begin{split}
-\frac{\hbar^2}{2m}\Big[&\frac{1}{r^{D-1}}\partial_r\big(r^{D-1}\partial_r\psi\big)
+\frac{1}{r^2\sin^{D-2}\theta}\partial_\theta\big(\sin^{D-2}\theta\,\partial_\theta\psi\big)\Big]\\
&-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}\psi=E\psi ,
\end{split}
\end{equation}
together with boundary terms $r^{D-1}\partial_r\psi\,\delta\psi$ at the origin and $\sin^{D-2}\theta\,\partial_\theta\psi\,\delta\psi$ at $\theta=0$ and $\pi$. Where $\delta\psi$ is free there, the fluxes $r^{D-1}\partial_r\psi$ and $\sin^{D-2}\theta\,\partial_\theta\psi$ must vanish. Both conditions will be needed.

\section{The angular part}

Q. With a non-integer weight, why should there be an integer angular quantum number?

A. Write $\psi=R(r)P(u)$ with $u=\cos\theta$, and let a prime on $P$ denote $d/du$. Since $\partial_\theta P=-\sin\theta\,P'$ and $\partial_\theta^2P=\sin^2\theta\,P''-\cos\theta\,P'$, the angular operator gives
\begin{equation}
\partial_\theta^2P+(D-2)\cot\theta\,\partial_\theta P=(1-u^2)P''-(D-1)uP'=-\Lambda P .
\end{equation}
Acting on $u^l$, it returns $-[l(l-1)+(D-1)l]u^l$ plus a lower power. On polynomials it is thus a triangular matrix, whose eigenvalues stand on the diagonal:
\begin{equation}
\Lambda_l=l(l+D-2),\qquad l=0,1,2,\dots
\end{equation}
They are distinct, because $\Lambda_{l+1}-\Lambda_l=2l+D-1>0$, so each degree $l$ has its own polynomial. Their flux $\sin^{D-2}\theta\,\partial_\theta P=-\sin^{D-1}\theta\,P'$ vanishes at $\theta=0$ and $\pi$, as the variation requires. Polynomials are complete on $-1\le u\le1$ with this weight, so no other angular solutions are needed. For $D=3$ one finds $l(l+1)$; for $D=2$ one finds $l^2$, where $l$ is the magnitude of the planar angular momentum.

\section{The radial part}

Q. Now the radial equation. Please keep track of the units.

A. Define
\begin{equation}
a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{me^2},\qquad
Ry^*=\frac{\hbar^2}{2ma^{*2}}=\frac{e^2}{8\pi\varepsilon_0\varepsilon a^*},
\end{equation}
and set $r=a^*x$. The Coulomb energy is then $-2Ry^*/x$. For a bound state write $E=-\kappa^2Ry^*$ with $\kappa>0$. Dividing by $-Ry^*$ gives
\begin{equation}
R''+\frac{D-1}{x}R'-\frac{l(l+D-2)}{x^2}R+\frac2xR-\kappa^2R=0 .
\label{radial}
\end{equation}

Q. A second-order equation has two solutions at the origin. Which do you discard, and with what right?

A. Insert $R\sim x^s$. The terms of order $x^{s-2}$ require
\begin{equation}
s(s-1)+(D-1)s-l(l+D-2)=(s-l)(s+l+D-2)=0 .
\end{equation}
The second root is $s=-(l+D-2)$. Its gradient energy density, $x^{D-1}R'^2\sim x^{-2l-D+1}$, is integrable at zero if $2l+D<2$. With $D>1$ this happens for $l=0$ and $D<2$ alone. At $D=2$, $l=0$ the two roots coincide and the second solution is $\ln x$; its density $x(1/x)^2=1/x$ is not integrable either. So for $D\ge2$ finite energy selects $R\sim x^l$.

Q. And for $1<D<2$?

A. There $x^{2-D}$ has finite energy, but its flux $x^{D-1}R'=2-D$ is not zero. The boundary condition from the variation excludes it. If one instead forced $R(0)=0$, as for an impenetrable point at the donor, that solution would be the right one and the levels would differ. The result for $D<2$ therefore includes a choice of boundary condition.

Q. Continue with $R\sim x^l$. Where does quantization enter?

A. Put $R=x^le^{-\kappa x}w(x)$. Then
\begin{align}
R'&=x^le^{-\kappa x}\Big[w'+\Big(\frac lx-\kappa\Big)w\Big],\\
R''&=x^le^{-\kappa x}\Big[w''+2\Big(\frac lx-\kappa\Big)w'+\Big(\Big(\frac lx-\kappa\Big)^2-\frac l{x^2}\Big)w\Big].
\end{align}
In (\ref{radial}) the factor of $w/x^2$ is $l^2-l+(D-1)l-l(l+D-2)=0$. The factor of $w/x$ is $-2\kappa l-(D-1)\kappa+2$, and the terms $\pm\kappa^2$ cancel. Multiplication by $x$ leaves
\begin{equation}
xw''+(b-2\kappa x)w'+(2-\kappa b)w=0,\qquad b=2l+D-1 .
\end{equation}
With $t=2\kappa x$, and after division by $2\kappa$,
\begin{equation}
t\frac{d^2w}{dt^2}+(b-t)\frac{dw}{dt}+qw=0,\qquad q=\frac1\kappa-\frac b2 .
\end{equation}
For $w=\sum_kc_kt^k$ the coefficient of $t^k$ is $(k+1)(k+b)c_{k+1}-(k-q)c_k$, hence
\begin{equation}
c_{k+1}=\frac{k-q}{(k+1)(k+b)}\,c_k .
\end{equation}

Q. Why must this series stop?

A. If it does not, $(k-q)/(k+b)\to1$. For any small $\delta>0$ the ratio $c_{k+1}/c_k$ eventually exceeds $(1-\delta)/(k+1)$, and all later coefficients have one sign. Then $w$ grows at least as fast as $e^{(1-\delta)t}$, up to a constant and a polynomial. Since $R$ contains only $e^{-t/2}$ to oppose it, $R$ grows for $\delta<1/2$ and cannot be normalized. So $q$ must be an integer $n_r\ge0$:
\begin{equation}
\frac1\kappa=n_r+l+\frac{D-1}2 .
\end{equation}
With $n=n_r+l+1$ this becomes
\begin{equation}
\boxed{E_n=-\frac{Ry^*}{\big[n+\tfrac{D-3}2\big]^2}},\qquad n=1,2,\dots,\quad l=0,\dots,n-1 .
\label{spectrum}
\end{equation}
The polynomial $w$ is the associated Laguerre polynomial $L_{n-l-1}^{(2l+D-2)}(2\kappa x)$.

Q. Is there support that does not use this series?

A. The radial energy form was diagonalized in functions $x^le^{-ax^2}$, none of which is a solution. For $D=1.5$, 2, 2.5 and 3, with $l=0$ and 1, the two lowest levels of each case agree with (\ref{spectrum}) to a relative error of $1.4\times10^{-5}$ or better.

\section{Three dimensions, two dimensions, and below}

Q. Show me the familiar cases.

A. For $D=3$ the bracket is $n$; for $D=2$ it is $n-\tfrac12$:
\begin{equation}
E_n^{(3)}=-\frac{Ry^*}{n^2},\qquad E_n^{(2)}=-\frac{Ry^*}{(n-\frac12)^2} .
\end{equation}
The ground-state binding energies are $Ry^*$ and $4Ry^*$.

Q. The factor of four comes out of algebra. Where does it come from physically?

A. Take the normalized state proportional to $e^{-\kappa x}$, with $\kappa$ free. Its kinetic energy is $\kappa^2$ in any $D$, because $R'^2=\kappa^2R^2$. Its mean inverse distance is
\begin{equation}
\Big\langle\frac1x\Big\rangle=\frac{\int_0^\infty x^{D-2}e^{-2\kappa x}dx}{\int_0^\infty x^{D-1}e^{-2\kappa x}dx}
=2\kappa\frac{\Gamma(D-1)}{\Gamma(D)}=\frac{2\kappa}{D-1} .
\end{equation}
A lower dimension leaves less volume far from the donor, so the same decay length brings more attraction. The energy $\kappa^2-4\kappa/(D-1)$ is lowest at $\kappa=2/(D-1)$, where it equals $-4/(D-1)^2$, in agreement with (\ref{spectrum}) at $n=1$. From $D=3$ to $D=2$ the mean attraction at given $\kappa$ doubles, and the binding energy grows as its square. The same integrals give the mean radius
\begin{equation}
\langle r\rangle=\frac{D}{2\kappa}a^*=\frac{D(D-1)}4a^* ,
\end{equation}
which is $\tfrac32a^*$ in three dimensions and $\tfrac12a^*$ in two.

Q. And if $D$ approaches 1?

A. The ground-state binding energy diverges and its radius shrinks to zero. A real wire has a finite cross-section, which cuts off the attraction at short distance, so the formula fails there. The levels with $n\ge2$ stay finite and tend to $-Ry^*/(n-1)^2$. In the opposite limit of large $n$,
\begin{equation}
E_n\simeq-\frac{Ry^*}{n^2}\Big(1+\frac{3-D}{n}\Big),
\end{equation}
so the relative effect of the dimension fades as $1/n$.

\section{A silicon well}

Q. Who tells me the $D$ of an actual well?

A. Formula (\ref{spectrum}) does not. One known binding energy $E_b$ of the ground state fixes $D$ through $E_b=4Ry^*/(D-1)^2$:
\begin{equation}
D=1+2\sqrt{Ry^*/E_b} .
\end{equation}
What can then be judged is the second level, $4Ry^*/(D+1)^2$.

Take a phosphorus donor at the centre of a 5 nm strained-silicon well between silicon-germanium barriers. Rough typical parameters are an in-plane mass of $0.19\,m_0$, a mass of $0.92\,m_0$ along growth, $\varepsilon=11.7$ and a barrier of 150 meV. With the in-plane mass,
\begin{equation}
Ry^*=\frac{0.19}{11.7^2}\,Ry=18.88\ \text{meV},\qquad
a^*=\frac{11.7}{0.19}\,a_0=3.26\ \text{nm},
\end{equation}
where $Ry$ and $a_0$ are the hydrogen values. The limits are therefore 18.9 meV for $D=3$ and 75.5 meV for $D=2$.

For $E_b$ I use a separate calculation in ordinary space: the effective-mass Hamiltonian of a donor in a slab, diagonalized in cosines along growth and Gaussians in the plane. Binding is measured from the lowest subband. With an isotropic mass and hard walls, a slab of thickness $0.002a^*$ gives $3.99Ry^*$. For a slab of $12a^*$ the ground level lies $0.9997Ry^*$ below the band edge. Both limits are thus reached without any fractional dimension.

Q. And at 5 nm?

A. Keep the in-plane mass in all directions and hard walls. Then $E_b=38.80$ meV, so
\begin{equation}
D=1+2\sqrt{\frac{18.88}{38.80}}=2.395,\qquad
\frac{4\times18.88}{(3.395)^2}=6.55\ \text{meV}
\end{equation}
for the second level. The slab calculation gives 6.62 meV for $2s$ and 8.08 meV for $2p_\pm$. The prediction is 1\% below the first and 19\% below the second. The $2s$ deficit depends on the width: in the same model it grows from 0.1\% at 1 nm to 3\% at 20 nm.

Q. So the degeneracy in $l$ is false for the well.

A. Yes. It belongs to the pure $1/r$ potential in the fractional space. In a thin well the in-plane attraction is the average of $1/\sqrt{\rho^2+z^2}$ over the subband, where $\rho$ is the in-plane distance. This is weaker than $1/\rho$, mainly where $\rho$ is no larger than the well width. The $2p_\pm$ amplitude vanishes at $\rho=0$, so it loses less binding than $2s$. The numbers at 5 nm fit this picture: $2p_\pm$ lies near the planar value of 8.39 meV, and $2s$ well below it. Fitted to $2p_\pm$ alone, $D$ would be about 2.06. One $D$ does not describe all states.

Q. Does $D$ at least measure how strongly the donor is squeezed?

A. Not by itself. In the same simple model, with only the width changed, one finds:
\begin{center}
\begin{tabular}{ccc}
width (nm) & $E_b$ (meV) & $D$\\
1 & 59.6 & 2.13\\
2 & 51.3 & 2.21\\
5 & 38.8 & 2.40\\
10 & 29.9 & 2.59\\
20 & 23.3 & 2.80
\end{tabular}
\end{center}
At 20 nm the subband edge lies $\pi^2(a^*/L)^2Ry^*\approx4.9$ meV above the band edge, with $L$ the width. Adding this to 18.9 meV already gives 23.8 meV, slightly more than the computed binding. The departure from $D=3$ there comes from the raised reference level; measured from the band edge, the donor level itself is not lowered. The rows at 1 and 2 nm are formal limits. With hard walls the binding keeps rising as the well narrows; with a finite barrier the electron spreads into the barrier, and the binding passes through a maximum and falls again. Effective-mass theory is also doubtful at a few atomic layers.

\section{Against the real device}

Q. Silicon has an anisotropic mass and the barriers are finite. How far does 38.8 meV move?

A. With hard walls kept, the heavy growth mass adds 1.4 meV. With that mass kept, the finite barrier subtracts 2.2 meV. The result is 37.95 meV and $D=2.41$; the predicted second level of 6.49 meV compares with 6.61 meV for $2s$ and 7.97 meV for $2p_\pm$. The permittivity step, taken as 11.7 to a rough 13.0, subtracts another 2.3 meV through the first image charges of the donor.

The short-range potential of the phosphorus core acts the other way. The bulk calculation with anisotropic mass gives 29.6 meV, against a rough measured 45 meV. I assign the difference to the core and scale it with the number of coupled valleys, two in the well against six in bulk, and with the computed density at the donor, 1.23 times the bulk value in a converged basis (the cosine basis, which converges slowly at the cusp, gives 1.26):
\begin{equation}
(45-29.6)\times\tfrac26\times1.23\approx6\ \text{meV}.
\end{equation}
Part of the difference comes from the permittivity: the measured value belongs to low temperature, where $\varepsilon\approx11.4$ raises the effective-mass bulk binding to about 31.2 meV. This first-order estimate also assumes equal coupling between all valleys, and it is rough because the bulk shift is itself half of the effective-mass bulk binding of 29.6 meV. With the permittivity and core corrections added to 37.95 meV, the binding energy comes to about 42 meV, uncertain by several meV.

Q. Your bulk value of 29.6 meV also exceeds $Ry^*$. Is bulk silicon then of lower dimension?

A. By the definition of $D$ with the in-plane mass, it has $D=2.60$ without any well. A heavy mass along one axis raises the ground-state binding, as a reduced dimension would. The likeness ends there: the unequal masses split the $2p$ levels of the bulk donor, while the formula keeps them degenerate. Measured against bulk silicon, the well raises the effective-mass binding from 29.6 to 38.0 meV, a factor of 1.3, and not by the factor of 2 that comparison with $Ry^*$ would suggest.

Q. Would the level matter in an operating device, or in a delta-doped layer?

A. Take a donor sheet density $N_d=10^{10}\ \text{cm}^{-2}$ and count only the $1s$ level and the lowest subband. If the two valleys are equivalent in both, their degeneracies cancel, and the free density $n_f$ obeys
\begin{equation}
\frac{n_f^2}{N_d-n_f}=\frac{m k_BT}{2\pi\hbar^2}\,e^{-E_b/k_BT} .
\end{equation}
With $E_b=37.95$ meV, about 25\% of the donors are ionized at 77 K and 96\% at 300 K. This leaves out the permittivity and core corrections. With 42 meV for both valley states the fraction at 77 K is about 19\%, and about 23\% if the core lowers only the symmetric valley state. Counting also $2s$ and $2p_\pm$ lowers the value at 300 K to about 93\%. At this low density the level therefore matters mainly in cold operation. The right-hand side does not depend on $N_d$, so a higher donor density lowers the ionized fraction, and the level can then matter at room temperature too. A lateral field $F$ also empties it. The simple ratio $E_b/(e\langle\rho\rangle)=37.95\ \text{mV}/2.68\ \text{nm}\approx0.14$ MV/cm overestimates the field needed. Along the field the potential energy $-e^2/(4\pi\varepsilon_0\varepsilon\rho)-eF\rho$ has its maximum at $-2\sqrt{e^3F/(4\pi\varepsilon_0\varepsilon)}$. If the shift of the level by the field is neglected, this barrier top reaches $-E_b$ at $F=\pi\varepsilon_0\varepsilon E_b^2/e^3\approx0.03$ MV/cm, and tunnelling can empty the donor at still lower fields.

The chosen density is far below that of a delta layer. Here the mean donor spacing is 100 nm and the mean in-plane radius 2.7 nm, so the donors are isolated. Dense phosphorus delta layers in silicon reach roughly $10^{14}\ \text{cm}^{-2}$, a spacing of about 1 nm. The orbits then overlap, the electrons screen the donors, and the layer is metallic. The spectrum (\ref{spectrum}) is an approximate model of one isolated donor and does not apply to that case. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Inputs: masses 0.19, 0.92 m0 (plane, growth)
Inputs: permittivity 11.7 well, 13.0 barrier
Inputs: width 5.0 nm, barrier 150.0 meV
Input: rough bulk P ionization 45.0 meV
Input: donor sheet density 1.0e+10 cm^-2
Effective Rydberg 18.88 meV
Effective Bohr radius 3.259 nm
Largest relative error, radial test 1.4e-05
D=3.0: binding n=1,2,3: 18.88, 4.72, 2.10 meV
D=2.5: binding n=1,2,3: 33.57, 6.17, 2.50 meV
D=2.0: binding n=1,2,3: 75.54, 8.39, 3.02 meV
D=1.5: binding n=1,2,3: 302.15, 12.09, 3.73 meV
D=3.0: ground mean radius 4.89 nm
D=2.5: ground mean radius 3.05 nm
D=2.0: ground mean radius 1.63 nm
D=2.5 diagonalized: 33.57, 6.17 meV
Wide slab: -E(1s) = 0.9997 Ry*
Thin slab: 1s binding = 3.9901 Ry*
Simple well 1 nm: 1s 59.57 meV, D = 2.126
Simple well 2 nm: 1s 51.34 meV, D = 2.213
Simple well 5 nm: 1s 38.80 meV, D = 2.395
Simple well 10 nm: 1s 29.91 meV, D = 2.589
Simple well 20 nm: 1s 23.32 meV, D = 2.800
Simple well: 1s binding 38.80 meV
Simple well: effective D 2.395
Simple well: predicted n=2 6.55 meV
Simple well: computed 2s 6.62 meV
Simple well: computed 2p+- 8.08 meV
Full well: 1s binding 37.95 meV
Full well: effective D 2.411
Full well: predicted n=2 6.49 meV
Full well: computed 2s 6.61 meV
Full well: computed 2p+- 7.97 meV
Heavy growth mass, hard walls: 1s 40.18 meV
Growth-mass shift +1.38 meV
Barrier-penetration shift -2.22 meV
First-image shift -2.31 meV
Bulk, anisotropic mass: 1s 29.64 meV
Bulk, anisotropic mass: effective D 2.596
Density at donor, well/bulk 1.26
Central-cell shift, first-order estimate +6.5 meV
Lowest subband, finite well 11.12 meV
Mean in-plane radius, full well 2.68 nm
Mean donor spacing 100 nm
Lateral ionization field scale 0.142 MV/cm
77 K: kT 6.64 meV, ionized fraction 0.254
300 K: kT 25.85 meV, ionized fraction 0.961
\end{verbatim}
